# Why one-electron X2C overestimates spin-orbit splittings from p to f: a program that tests the result

```python
"""Why one-electron X2C overestimates spin-orbit splittings more for d than p,
and more for f than d, within one atom.

Result under test, to leading order in 1/c^2:
    splitting(X2C-1e) / splitting(four-component) = Z / (Z - Nbar)
Z    : nuclear charge number
Nbar : enclosed electronic charge, averaged with weight phi(r)^2 / r^3
phi  : radial pseudo-large component; the small component is (sigma.p)phi/(2mc)
X2C-1e decouples the bare-nucleus Dirac Hamiltonian and adds the electronic
mean field v_e untransformed. All methods use the same frozen v_e of Ta.
Internal units are atomic units (hbar = m = e = 1); kappa labels (l, j).
The mean field is Coulomb plus exchange-only LDA; no Breit interaction.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh

Z = 73
C = 1.0 / physical_constants["fine-structure constant"][0]
EV = physical_constants["Hartree energy in eV"][0]
LETTER = "spdf"

# Logarithmic radial grid; the trapezoidal rule in log(r) is very accurate here.
u = np.linspace(np.log(1e-8), np.log(50.0), 1400)
r = np.exp(u)
weight = r * (u[1] - u[0])
v_nuc = -Z / r


def inverse_root(matrix):
    values, vectors = eigh(matrix)
    assert values[0] > 0
    return (vectors / np.sqrt(values)) @ vectors.T


def matrix_of(functions, potential):
    return (functions * (potential * weight)) @ functions.T


def make_channel(kappa):
    """Orthonormal large and small radial functions with kinetic balance."""
    l = kappa if kappa > 0 else -kappa - 1
    lowest = (0.02, 0.02, 0.03, 0.05)[l]
    count = (34, 34, 26, 22)[l]
    zeta = lowest * 2.0 ** np.arange(count)[:, None]
    large = r ** (l + 1) * np.exp(-zeta * r**2)
    large /= np.sqrt((large**2 * weight).sum(axis=1))[:, None]
    small = ((l + 1 + kappa) / r - 2 * zeta * r) * large
    # The overlap of the small functions is the same for both j of a given l.
    reference = -2 * zeta * r * large
    small_overlap = matrix_of(reference, 1.0)
    scale = 1 / np.sqrt(np.diag(small_overlap))
    to_large = inverse_root(matrix_of(large, 1.0))
    scaled = scale[:, None] * small_overlap * scale
    to_small = scale[:, None] * inverse_root(scaled)
    return {"large": to_large.T @ large,
            "small": to_small.T @ small,
            "pseudo": to_small.T @ large,
            "momentum": to_small.T @ small_overlap @ to_large}


def dirac_blocks(channel, v_large, v_small, c):
    coupling = c * channel["momentum"]
    lower = v_small - 2 * c**2 * np.eye(len(v_small))
    return coupling, lower


def dirac(channel, v_large, v_small, c):
    """Positive-energy solutions, energies relative to the rest energy."""
    coupling, lower = dirac_blocks(channel, v_large, v_small, c)
    n = len(v_large)
    energy, vector = eigh(np.block([[v_large, coupling.T], [coupling, lower]]))
    return energy[n:], vector[:, n:]


def x2c(channel, v_large, v_small, c):
    """Exact decoupling of the supplied Dirac matrix."""
    coupling, lower = dirac_blocks(channel, v_large, v_small, c)
    n = len(v_large)
    vector = dirac(channel, v_large, v_small, c)[1]
    x = np.linalg.solve(vector[:n].T, vector[n:].T).T
    h = v_large + coupling.T @ x + x.T @ coupling + x.T @ lower @ x
    norm = inverse_root(np.eye(n) + x.T @ x)
    h = norm @ h @ norm
    return (h + h.T) / 2


channels = {k: make_channel(k) for k in (-1, 1, -2, 2, -3, 3, -4)}

# Hydrogenic check against the exact point-nucleus Dirac energies.


def exact_dirac(n, k):
    gamma = np.sqrt(k**2 - (Z / C) ** 2)
    return C**2 * ((1 + (Z / C / (n - k + gamma)) ** 2) ** -0.5 - 1)


hydrogenic_error = []
for l in (1, 2, 3):
    if l not in channels:
        channels[l] = make_channel(l)
    level = {}
    for kappa in (l, -l - 1):
        ch = channels[kappa]
        level[kappa] = dirac(ch, matrix_of(ch["large"], v_nuc),
                             matrix_of(ch["small"], v_nuc), C)[0][3 - l]
    exact = exact_dirac(4, l + 1) - exact_dirac(4, l)
    hydrogenic_error.append(abs((level[-l - 1] - level[l]) / exact - 1))
assert max(hydrogenic_error) < 1e-3

# Self-consistent Dirac-Kohn-Sham atom, exchange-only LDA, spherical average.
shells = {0: {n: 1.0 for n in range(1, 7)},
          1: {n: 1.0 for n in range(2, 6)},
          2: {3: 1.0, 4: 1.0, 5: 0.3},
          3: {4: 1.0}}
v_e = Z / r - (1 + (Z - 1) / (1 + 1.2 * Z ** (1 / 3) * r) ** 2) / r
for iteration in range(1, 301):
    shell_density = {n: np.zeros_like(r) for n in range(1, 7)}
    for kappa, ch in channels.items():
        l = kappa if kappa > 0 else -kappa - 1
        total = v_nuc + v_e
        vector = dirac(ch, matrix_of(ch["large"], total),
                       matrix_of(ch["small"], total), C)[1]
        size = len(ch["large"])
        for n, filling in shells[l].items():
            orbital = vector[:, n - l - 1]
            p = orbital[:size] @ ch["large"]
            q = orbital[size:] @ ch["small"]
            shell_density[n] += 2 * abs(kappa) * filling * (p**2 + q**2)
    density = sum(shell_density.values())
    enclosed = CubicSpline(u, density * r).antiderivative()(u)
    outside = CubicSpline(u, density).antiderivative()(u)
    v_x = -(3 * density / (4 * np.pi**2 * r**2)) ** (1 / 3)
    v_new = enclosed / r + outside[-1] - outside + v_x
    change = np.max(np.abs(r * (v_new - v_e)))
    if change < 1e-7:
        break
    v_e = v_e + 0.3 * (v_new - v_e)
assert change < 1e-7
assert abs(enclosed[-1] - Z) < 1e-5
v_e = v_new
exchange_charge = r * CubicSpline(u, v_x)(u, 1)
screening = enclosed - exchange_charge
enclosed_by_shell = {n: CubicSpline(u, d * r).antiderivative()(u)
                     for n, d in shell_density.items()}

# The field from Gauss's law must equal the spin-dependent part of
# (sigma.p) v_e (sigma.p), found from the two j channels directly.
identity_error = 0.0
for l in (1, 2, 3):
    upper, lower_j = channels[-l - 1], channels[l]
    direct = (matrix_of(upper["small"], v_e)
              - matrix_of(lower_j["small"], v_e))
    field = (2 * l + 1) * matrix_of(upper["pseudo"], -screening / r**3)
    error = np.max(np.abs(direct - field)) / np.max(np.abs(field))
    identity_error = max(identity_error, error)
assert identity_error < 1e-4


def study(l, c):
    """Splittings by four treatments, and data of the spin-free orbitals."""
    levels = {}
    for kappa in (l, -l - 1):
        ch = channels[kappa]
        sigma_l = -(kappa + 1)
        vn, ve = (matrix_of(ch["large"], v) for v in (v_nuc, v_e))
        wn, we = (matrix_of(ch["small"], v) for v in (v_nuc, v_e))
        so_nuc = sigma_l * matrix_of(ch["pseudo"], Z / r**3)
        so_e = sigma_l * matrix_of(ch["pseudo"], -screening / r**3)
        full = dirac(ch, vn + ve, wn + we, c)[0][:5]
        mean_field = eigh(x2c(ch, vn + ve, wn + we, c), eigvals_only=True)[:5]
        assert np.max(np.abs(full - mean_field)) < 1e-5
        levels[kappa] = np.array([
            full,
            eigh(x2c(ch, vn, wn, c) + ve, eigvals_only=True)[:5],
            eigh(x2c(ch, vn, wn + so_e, c) + ve, eigvals_only=True)[:5],
            dirac(ch, vn + ve, wn + we - so_e, c)[0][:5]])
    split = levels[-l - 1] - levels[l]
    # Last channel processed has j = l + 1/2; remove all its spin-orbit terms.
    vector = dirac(ch, vn + ve, wn + we - so_nuc - so_e, c)[1]
    result = {}
    for n in shells[l]:
        k = n - l - 1
        phi = vector[len(vn):, k] @ ch["pseudo"]
        so_weight = phi**2 / r**3 * weight
        first_order = (2 * l + 1) * np.sum(so_weight * (Z - screening))
        so_weight = so_weight / so_weight.sum()
        result[n] = {
            "full": split[0, k], "one": split[1, k],
            "restored": split[2, k], "deleted": split[3, k],
            "first": first_order, "nbar": np.sum(so_weight * screening),
            "exchange": np.sum(so_weight * exchange_charge),
            "median": r[np.searchsorted(np.cumsum(so_weight), 0.5)],
            "parts": [np.sum(so_weight * enclosed_by_shell[m])
                      for m in range(1, 7)]}
    return result


true_c = {l: study(l, C) for l in (1, 2, 3)}
large_c = {l: study(l, 10 * C) for l in (1, 2, 3)}

# Leading-order law and both causal controls where 1/c^2 terms dominate.
for l in (1, 2, 3):
    s = large_c[l][4]
    excess = s["one"] / s["full"] - 1
    inferred = Z * (1 - s["full"] / s["one"])
    assert abs(inferred / s["nbar"] - 1) < 0.03
    assert abs(s["first"] / s["full"] - 1) < 0.01
    assert abs(s["restored"] / s["full"] - 1) < 0.03 * excess
    assert abs(s["deleted"] - s["one"]) / s["full"] < 0.03 * excess

# Physical speed of light: trend, size of the law's error, and controls.
ratio = {l: [s["one"] / s["full"] for s in true_c[l].values()]
         for l in (1, 2, 3)}
assert min(ratio[1]) > 1
assert max(ratio[1]) < min(ratio[2]) and max(ratio[2]) < min(ratio[3])
for l in (1, 2, 3):
    s = true_c[l][4]
    actual = s["one"] / s["full"]
    assert abs(actual / (Z / (Z - s["nbar"])) - 1) < 0.05
    if l > 1:
        assert abs(s["restored"] / s["full"] - 1) < 0.3 * (actual - 1)
        assert abs(s["deleted"] / s["full"] - actual) < 0.3 * (actual - 1)
for key in ("nbar", "median"):
    assert true_c[1][4][key] < true_c[2][4][key] < true_c[3][4][key]

print(f"Ta: Z = {Z}, speed of light = {C:.4f} atomic units")
print(f"SCF iterations = {iteration}, electrons = {enclosed[-1]:.5f}")
print(f"largest hydrogenic splitting error (relative) = "
      f"{max(hydrogenic_error):.1e}")
print(f"spin-orbit operator identity error (relative) = {identity_error:.1e}")
print("Splittings in eV: four-component, X2C-1e, excess; then the")
print("ratio X2C-1e/four-component, Nbar (electrons), Z/(Z-Nbar)")
for l in (1, 2, 3):
    for n, s in true_c[l].items():
        print(f"{n}{LETTER[l]}: {s['full']*EV:.3f}, {s['one']*EV:.3f}, "
              f"{(s['one']-s['full'])*EV:.3f}; {s['one']/s['full']:.4f}, "
              f"{s['nbar']:.3f}, {Z/(Z-s['nbar']):.4f}")
print("First-order splitting (eV), median radius of SO weight (bohr)")
for l in (1, 2, 3):
    s = true_c[l][4]
    print(f"4{LETTER[l]}: {s['first']*EV:.3f}, {s['median']:.4f}")
print("Nbar by source shell (electrons): n=1, n=2, n=3, n>=4,")
print("and the local-exchange charge to subtract")
for l in (1, 2, 3):
    s = true_c[l][4]
    a = s["parts"]
    print(f"4{LETTER[l]}: {a[0]:.3f}, {a[1]:.3f}, {a[2]:.3f}, "
          f"{sum(a[3:]):.3f}; {s['exchange']:.3f}")
print("Controls, splitting / four-component splitting:")
print("X2C-1e + electronic SO term; four-component without that term")
for l in (1, 2, 3):
    s = true_c[l][4]
    print(f"4{LETTER[l]}: {s['restored']/s['full']:.4f}; "
          f"{s['deleted']/s['full']:.4f}")
print("Speed of light x 10: ratio X2C-1e/four-component, Z/(Z-Nbar),")
print("Nbar inferred from splittings, Nbar from orbital (electrons)")
for l in (1, 2, 3):
    s = large_c[l][4]
    print(f"4{LETTER[l]}: {s['one']/s['full']:.5f}, "
          f"{Z/(Z-s['nbar']):.5f}, {Z*(1-s['full']/s['one']):.3f}, "
          f"{s['nbar']:.3f}")
print("every check passed")
```

It prints:

```
Ta: Z = 73, speed of light = 137.0360 atomic units
SCF iterations = 52, electrons = 73.00000
largest hydrogenic splitting error (relative) = 1.2e-04
spin-orbit operator identity error (relative) = 4.7e-09
Splittings in eV: four-component, X2C-1e, excess; then the
ratio X2C-1e/four-component, Nbar (electrons), Z/(Z-Nbar)
2p: 1268.850, 1302.296, 33.445; 1.0264, 1.946, 1.0274
3p: 273.067, 280.779, 7.712; 1.0282, 2.087, 1.0294
4p: 63.108, 64.977, 1.869; 1.0296, 2.182, 1.0308
5p: 8.816, 9.094, 0.278; 1.0316, 2.316, 1.0328
3d: 59.521, 68.567, 9.046; 1.1520, 9.649, 1.1523
4d: 11.591, 13.487, 1.896; 1.1636, 10.284, 1.1640
5d: 0.575, 0.683, 0.108; 1.1880, 11.557, 1.1881
4f: 1.982, 3.169, 1.186; 1.5985, 27.334, 1.5986
First-order splitting (eV), median radius of SO weight (bohr)
4p: 59.768, 0.0185
4d: 11.505, 0.0791
4f: 1.977, 0.2661
Nbar by source shell (electrons): n=1, n=2, n=3, n>=4,
and the local-exchange charge to subtract
4p: 1.101, 0.754, 0.457, 0.187; 0.317
4d: 1.943, 4.748, 2.939, 1.275; 0.620
4f: 2.000, 7.805, 12.828, 5.701; 0.999
Controls, splitting / four-component splitting:
X2C-1e + electronic SO term; four-component without that term
4p: 0.9995; 1.0301
4d: 0.9996; 1.1641
4f: 0.9993; 1.5995
Speed of light x 10: ratio X2C-1e/four-component, Z/(Z-Nbar),
Nbar inferred from splittings, Nbar from orbital (electrons)
4p: 1.03514, 1.03515, 2.478, 2.479
4d: 1.17005, 1.17006, 10.610, 10.610
4f: 1.60810, 1.60810, 27.605, 27.605
every check passed
```
